# Quadrupole hyperfine energies of a linear rotor and the HCN triplet

## Definitions and conventions

A linear molecule has rotational angular momentum $\mathbf J$ and contains one nucleus with spin $\mathbf I$, $I\ge 1$. Both are dimensionless vectors with space-fixed components, obeying $[J_i,J_j]=i\sum_k\epsilon_{ijk}J_k$ and likewise for $\mathbf I$. The total is $\mathbf F=\mathbf I+\mathbf J$. The unit vector along the molecular axis is $\mathbf n$, and the unperturbed energies are $BJ(J+1)$.

With $V$ the electrostatic potential of all charges outside the nucleus and $\rho$ the nuclear charge density, define

$$V_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j}\Big|_0,\qquad Q_{ij}=\int\rho\,(3x_ix_j-\delta_{ij}r^2)\,d^3x .$$

The scalar $q$ is the second derivative of $V$ along the molecular axis, and $eQ=\langle I,I|Q_{zz}|I,I\rangle$ with $e>0$. Energies are divided by $h$, so $eQq$ and $B$ are frequencies.

The result to be derived is

$$E(J,I,F)=-eQq\,Y(J,I,F),$$

$$Y=\frac{\tfrac34C(C+1)-I(I+1)J(J+1)}{2(2J-1)(2J+3)\,I(2I-1)},$$

$$C=F(F+1)-I(I+1)-J(J+1).$$

$Y$ is Casimir's function. The formula is first order in $eQq/B$ and applies to a rotor without electronic or vibrational angular momentum. Spin-rotation coupling, other nuclear spins and external fields are left out.

## The quadrupole energy operator

Expand $V$ about the nuclear centre in the energy $\int\rho V\,d^3x$. The constant term is the same for all hyperfine states. The linear term contains the nuclear electric dipole moment, which vanishes in a nuclear state of definite parity. The quadratic term is

$$H=\frac12\sum_{ij}V_{ij}\int\rho\,x_ix_j\,d^3x .$$

From the definition of $Q_{ij}$, the integral equals $\frac13Q_{ij}+\frac13\delta_{ij}\int\rho r^2d^3x$. The second part multiplies $\sum_iV_{ii}$, which is zero by Laplace's equation for sources outside the nucleus. In a real molecule the electron density at the nucleus is finite, and the full potential has a large trace: about $2.5\times10^3$ atomic units at N in HCN, against $q\approx-1$. That part is isotropic, shifts all hyperfine states equally and does not split them. $V_{ij}$ and $q$ therefore mean the traceless part, and a computed field gradient must have its trace removed. Hence

$$H=\frac16\sum_{ij}Q_{ij}V_{ij}.$$

**Nuclear factor.** $Q_{ij}$ is a symmetric traceless tensor, that is, a tensor operator of rank 2. By the Wigner–Eckart theorem, the matrix elements of all such tensors within one fixed $I$ are proportional. A tensor of this kind built from the spin is

$$T_{ij}(\mathbf I)=\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}\mathbf I^2 ,$$

whose trace is $3\mathbf I^2-3\mathbf I^2=0$. In the state $m=I$ its $zz$ component is $3I^2-I(I+1)=I(2I-1)$. Since $Q_{zz}$ must equal $eQ$ there,

$$Q_{ij}=\frac{eQ}{I(2I-1)}\,T_{ij}(\mathbf I).$$

For $I=\frac12$ the tensor $T_{ij}$ vanishes, which is why $I\ge1$ is required.

**Molecular factor.** The charge distribution is symmetric about $\mathbf n$, so $V_{ij}$ has the value $q$ along the axis and, being traceless, $-q/2$ in each perpendicular direction:

$$V_{ij}=\frac q2(3n_in_j-\delta_{ij}).$$

**Fixed axis.** If $\mathbf n$ is held still, the $\delta_{ij}$ term contributes nothing because $T_{ij}$ is traceless, and $\sum_{ij}n_in_jT_{ij}=3(\mathbf I\cdot\mathbf n)^2-\mathbf I^2$. The prefactor is $\frac16\cdot\frac12\cdot3=\frac14$, so

$$H_{\mathbf n}=\frac{eQq}{4I(2I-1)}\left[3(\mathbf I\cdot\mathbf n)^2-I(I+1)\right].$$

For $I=1$ the energies are $+eQq/4$ for $m=\pm1$ and $-eQq/2$ for $m=0$, with $m$ counted along $\mathbf n$.

## Averaging over the rotation

To first order in a degenerate level, $H$ is diagonalized within one $J$. This requires the projection of $3n_in_j-\delta_{ij}$ onto that $J$. It is again a rank-2 tensor, so it equals $a_JT_{ij}(\mathbf J)$ there, and the stretched state $M=J$ fixes $a_J$.

In that state the angular density is proportional to $\sin^{2J}\theta$. With $x=\cos\theta$, let

$$A_J=\int_{-1}^1(1-x^2)^Jdx,\qquad K=\int_{-1}^1x^2(1-x^2)^Jdx .$$

Integrating $K$ by parts, with $x(1-x^2)^J$ as the factor to be integrated, gives $K=A_{J+1}/[2(J+1)]$, since the boundary term vanishes. Writing $x^2=1-(1-x^2)$ gives $K=A_J-A_{J+1}$. Eliminating $A_{J+1}$,

$$K=A_J-2(J+1)K\quad\Rightarrow\quad\langle\cos^2\theta\rangle=\frac K{A_J}=\frac1{2J+3}.$$

Therefore

$$\langle3n_z^2-1\rangle=\frac3{2J+3}-1=-\frac{2J}{2J+3}.$$

The $zz$ component of $T_{ij}(\mathbf J)$ in the same state is $J(2J-1)$. The ratio is

$$a_J=-\frac{2}{(2J-1)(2J+3)} .$$

This is the origin of the minus sign in $E=-eQq\,Y$. When $\mathbf J$ points along $z$ as far as it can, the molecular axis lies mostly perpendicular to $z$, and the averaged gradient along $z$ has the sign opposite to $q$.

For $J=0$ the spherical average of $3n_in_j-\delta_{ij}$ is zero, and so is $T_{ij}(\mathbf J)$. The projected form therefore holds there too, with the finite coefficient $a_0=\frac23$.

## Contracting the two tensors

Within one $J$, collecting factors gives

$$H=\frac16\cdot\frac{eQ}{I(2I-1)}\cdot\frac q2\,a_J\sum_{ij}T_{ij}(\mathbf I)T_{ij}(\mathbf J).$$

Components of $\mathbf I$ commute with those of $\mathbf J$, but not with each other. The terms containing $\delta_{ij}$ are

$$-\tfrac32(2\mathbf I^2)\mathbf J^2-\tfrac32(2\mathbf J^2)\mathbf I^2+3\mathbf I^2\mathbf J^2=-3\mathbf I^2\mathbf J^2 .$$

The remaining term is $\frac94\sum_{ij}(I_iI_j+I_jI_i)(J_iJ_j+J_jJ_i)$. Exchanging the names $i$ and $j$ shows that its four products are equal in pairs, so the sum is

$$2\sum_{ij}I_iI_jJ_iJ_j+2\sum_{ij}I_iI_jJ_jJ_i .$$

The first sum is $\sum_{ij}(I_iJ_i)(I_jJ_j)=(\mathbf I\cdot\mathbf J)^2$. In the second, use $J_jJ_i=J_iJ_j-i\sum_k\epsilon_{ijk}J_k$. The commutation rule also gives $\sum_{ij}\epsilon_{ijk}I_iI_j=iI_k$, hence

$$\sum_{ij}I_iI_jJ_jJ_i=(\mathbf I\cdot\mathbf J)^2-i(i\,\mathbf I\cdot\mathbf J)=(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J .$$

The four products together give $4(\mathbf I\cdot\mathbf J)^2+2\,\mathbf I\cdot\mathbf J$. Multiplying by $\frac94$ and adding the $\delta_{ij}$ terms,

$$\sum_{ij}T_{ij}(\mathbf I)T_{ij}(\mathbf J)=3\left[3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-\mathbf I^2\mathbf J^2\right].$$

The numerical prefactor is $\frac16\cdot\frac12\cdot(-2)\cdot3=-\frac12$, so

$$H=-eQq\,\frac{3(\mathbf I\cdot\mathbf J)^2+\frac32\mathbf I\cdot\mathbf J-\mathbf I^2\mathbf J^2}{2I(2I-1)(2J-1)(2J+3)} .$$

Squaring $\mathbf F=\mathbf I+\mathbf J$ gives $\mathbf I\cdot\mathbf J=\frac12(\mathbf F^2-\mathbf I^2-\mathbf J^2)$, with eigenvalue $C/2$. States of definite $F$ thus diagonalize $H$. Substitution gives $\frac34C^2+\frac34C=\frac34C(C+1)$ for the first two terms, which is Casimir's function.

**Centre of gravity.** The trace of $T_{ij}(\mathbf I)$ over all $m$ vanishes for each $i,j$: the trace of $I_iI_j$ is $\frac13\delta_{ij}I(I+1)(2I+1)$, so the two parts of $T_{ij}$ cancel. Hence $H$ has zero trace over a $J$ level, and

$$\sum_F(2F+1)\,Y(J,I,F)=0 .$$

**Large $J$.** Put $F=J+m$ with $m$ fixed and $J\gg I$. Then $C\approx2Jm$, the numerator of $Y$ tends to $J^2[3m^2-I(I+1)]$ and the denominator to $8J^2I(2I-1)$. So

$$E\to-\frac12\cdot\frac{eQq}{4I(2I-1)}\left[3m^2-I(I+1)\right].$$

This is the fixed-axis pattern with $q$ replaced by $-q/2$. The axis turns in the plane perpendicular to $\mathbf J$, and the mean gradient along $\mathbf J$ is the perpendicular component of $V_{ij}$.

## Line strengths from $J=0$

The molecular dipole is proportional to $\mathbf n$. Because $\langle00|n_kn_l|00\rangle=\frac13\delta_{kl}$, the states $|k\rangle=\sqrt3\,n_k|00\rangle$, $k=x,y,z$, form an orthonormal basis of $J=1$. Let $P_{F'}$ project onto the upper level $F'$. Summing over dipole components and lower spin states,

$$S_{F'}=\sum_{k,m}\left\|P_{F'}\,n_k|00\rangle|m\rangle\right\|^2=\frac13\sum_{k,m}\langle k,m|P_{F'}|k,m\rangle=\frac{2F'+1}3 .$$

The last sum is the trace of a projector, the dimension of its space. For $I=1$ the total is 3, and the fractions are $(2F'+1)/9$. They give relative absorption intensities when the lower substates are equally populated and the line is neither saturated nor optically thick.

## The HCN triplet

For $^{14}$N, $I=1$, and $eQq=-4.71$ MHz is given. The lower level $J=0$ has $F=1$ and no first-order shift. The upper level $J=1$ has $F'=0,1,2$. Here $I(I+1)=J(J+1)=2$, so $C=F'(F'+1)-4$, and the denominator of $Y$ is $2\cdot1\cdot5\cdot1\cdot1=10$:

- $F'=0$: $C=-4$, $Y=(9-4)/10=0.50$.
- $F'=1$: $C=-2$, $Y=(1.5-4)/10=-0.25$.
- $F'=2$: $C=2$, $Y=(4.5-4)/10=0.05$.

The offset of each line from the unsplit frequency is $-eQq\,Y=4.71\,Y$ MHz. For the rigid rotor that frequency is $2B$. In real HCN, centrifugal distortion, $-DJ^2(J+1)^2$, lowers it to $2B-4D$, with $4D$ about 0.3 MHz. This moves all three lines equally and leaves the offsets and spacings unchanged. In order of rising frequency:

| $F'$ | Offset (MHz) | Fraction of strength |
|---|---|---|
| 1 | $-1.18$ | $3/9$ |
| 2 | $+0.24$ | $5/9$ |
| 0 | $+2.36$ | $1/9$ |

The spacings are 1.41 MHz and 2.12 MHz, and the full width is 3.53 MHz. The strongest line is in the middle and the weakest is highest. Reversing the sign of $eQq$ would reverse the frequency order, so the pattern reveals the sign.

Since the strengths are proportional to $2F'+1$, the zero trace makes the strength-weighted mean offset vanish. The centroid of an unresolved triplet therefore gives the unsplit frequency at this order, whereas the strongest component lies 0.24 MHz above it.

**A direct reading of the energies.** For $I=1$, use Cartesian spin states $|\mathbf e\rangle$, which satisfy $(\mathbf I\cdot\mathbf e)|\mathbf e\rangle=0$ and combine like vectors. A $J=1$ wavefunction is linear in $\mathbf n$. The scalar combination, $F'=0$, has its spin vector along $\mathbf n$. This is the $m=0$ state of the fixed-axis problem, with energy $-eQq/2$. The combination $F'=1$ has spin vector $\mathbf c\times\mathbf n$, with $\mathbf c$ constant. It is perpendicular to $\mathbf n$ and lies in the $m=\pm1$ space, with energy $+eQq/4$. Both agree with Casimir's function.

For $F'=2$ take the spin vector $(n_y,n_x,0)$. Its component along $\mathbf n$ is $2n_xn_y$, with mean square $\frac4{15}$, while its mean squared length is $\frac23$. The weight of $m=0$ is thus $\frac25$, and the energy is $eQq(-\frac12\cdot\frac25+\frac14\cdot\frac35)=-eQq/20$. The partial cancellation of the two contributions, $-0.20\,eQq$ and $+0.15\,eQq$, explains the small offset of the strongest line.

## Size of what is left out

**Second order in the quadrupole energy.** A rank-2 tensor even in $\mathbf n$ links $J=0$ to $J=2$, at energy $6B$. The average of $H_{\mathbf n}^2$ over directions is rotationally invariant, hence a multiple of the unit matrix in spin space. For $I=1$ that multiple is the mean squared eigenvalue,

$$\frac{(eQq)^2}3\left(\frac1{16}+\frac14+\frac1{16}\right)=\frac{(eQq)^2}8 .$$

The diagonal element in $J=0$ is zero, so all of this is coupling to $J=2$, and the shift is $-(eQq)^2/(48B)$. With a rough $B=44$ GHz it is $-10.5$ Hz, as diagonalization with $J=0$ to 4 confirms.

The lowered ground level raises all three lines by 10.5 Hz. The upper level can couple to $J=3$, which with $I=1$ has $F=2,3,4$. The states $F'=0$ and $F'=1$ have no partner there, but $F'=2$ does and is pushed down. Diagonalization accordingly gives net corrections of $+10.5$ Hz for $F'=0$ and $F'=1$, and $+3.7$ Hz for $F'=2$. These are negligible here. They scale as $(eQq)^2/B$ and must be compared with the resolution, so a small ratio $eQq/B$ is not enough to drop them. For $I=\frac32$, $eQq=-83$ MHz and $B=6$ GHz, where $|eQq|/B\approx0.014$, the $J=1\leftarrow0$ lines shift by about 5 to 12 kHz.

**Spin-rotation coupling.** A term $c\,\mathbf I\cdot\mathbf J$ shifts the upper levels by $cC/2$. For a rough $c=10$ kHz the shifts are $-20$, $-10$ and $+10$ kHz for $F'=0,1,2$. They change the last printed digit of the offsets above by about one or two units, so that digit is a first-order quadrupole value and not a prediction of the measured offset. Coupling to the proton spin is also omitted and is not estimated here.

The spacings $s_1=\nu_2-\nu_1$ and $s_2=\nu_0-\nu_2$, labelled by $F'$, become

$$s_1=-0.30\,eQq+2c,\qquad s_2=-0.45\,eQq-3c .$$

Without $c$ their ratio is $s_2/s_1=1.5$, whatever the value of $eQq$. A departure from 1.5 larger than the measurement error therefore signals an effect missing from the first-order quadrupole formula. Solving the pair gives

$$eQq=-\frac{3s_1+2s_2}{1.8},\qquad c=\frac{3s_1-2s_2}{12}.$$

These relations separate the two constants within this two-parameter model.

## Notes for implementation

- Treat $I$, $J$ and $F$ as real numbers, since $I$ and $F$ may be half-integers. $F$ runs from $|J-I|$ to $J+I$ in unit steps.
- $J=0$ needs no special case: $F=I$ gives $C=0$, a zero numerator and a nonzero denominator. Reject $I=0$ and $I=\frac12$, for which the denominator vanishes.
- For a general transition, subtract the lower-level energy: $\nu=\nu_0-eQq\,[Y(J',I,F')-Y(J,I,F)]$.
- Two checks are the zero weighted sum of $Y$ and the $J=1$, $I=1$ values above. The numerical output also gives the largest deviation of the formula from the full operator within each $J$, tested for $J=0$ to 4 and $I=1,\frac32,\frac52$.
- Do not apply the formula unchanged to asymmetric tops, to symmetric tops with $K\neq0$, to excited bending states with vibrational angular momentum, or to molecules with several quadrupolar nuclei. In the first three cases the rotational average differs. In the last, the couplings must be diagonalized together.

## Computed results

```
Given eQq/h: -4.71 MHz
Nuclear spin I of 14N: 1
Largest operator error, all J and I tested: 5.6e-15 (units of eQq)
Casimir function for J=0, F=1: 0.0000
J=1, F=0: C = -4, Y = 0.5000
J=1, F=1: C = -2, Y = -0.2500
J=1, F=2: C = 2, Y = 0.0500
Line F'=1 from F=1: offset -1.1775 MHz = -1177.5 kHz
  fraction of total strength: 0.3333
Line F'=2 from F=1: offset +0.2355 MHz = +235.5 kHz
  fraction of total strength: 0.5556
Line F'=0 from F=1: offset +2.3550 MHz = +2355.0 kHz
  fraction of total strength: 0.1111
Spacing F'=1 to F'=2: 1.4130 MHz
Spacing F'=2 to F'=0: 2.1195 MHz
Total width of triplet: 3.5325 MHz
Ratio of upper to lower spacing: 1.5000
Strength-weighted mean offset: 0.0000 MHz
Rough B for second-order estimate: 44 GHz
J=0 second-order shift, diagonalized: -10.5 Hz
J=0 second-order shift, formula: -10.5 Hz
Line F'=1: full minus first order +10.5 Hz
Line F'=2: full minus first order +3.7 Hz
Line F'=0: full minus first order +10.5 Hz
Rough spin-rotation constant: 10 kHz
Line F'=1: omitted spin-rotation shift -10 kHz
Line F'=2: omitted spin-rotation shift +10 kHz
Line F'=0: omitted spin-rotation shift -20 kHz
```
